\section*{Response of a Growing Step Train to One Displaced Step}

\section{A train fed from one side}

A vicinal surface is a staircase of terraces separated by steps one layer high. Take straight, parallel steps numbered by $n$, with position $x_n$, $n$ and $x$ both increasing downhill. Deposited atoms diffuse on the terraces and join the steps, which therefore advance towards $+x$. The deposition rate $F$ is measured in layers per unit time, so that a step collecting all the atoms that land on a width $w$ advances at speed $Fw$.

Suppose first that each step collects everything that lands on the lower terrace ahead of it and nothing from the upper terrace behind it:
\begin{equation}
\frac{dx_n}{dt}=F(x_{n+1}-x_n).
\label{onesided}
\end{equation}
If all terraces have width $l$, every step moves at speed $Fl$. Now displace step $0$ forward by $A$ at $t=0$. The steps ahead of it take no notice, because each responds only to the step in front of it. Step $0$ has a terrace shortened by its displacement $u_0$, so its speed falls by $Fu_0$:
\begin{equation}
\frac{du_0}{dt}=-Fu_0,\qquad u_0(t)=Ae^{-Ft}.
\label{simple}
\end{equation}
The step returns to its place in the moving train without overshooting.

If steps are also fed from behind, the steps ahead do respond, and their response acts back on step $0$. This exchange replaces the plain exponential by an exponential times an oscillating function.

\section{The linear train}

Let step $n$ receive the share $(1+b)/2$ of the atoms landing on the terrace ahead of it and $(1-b)/2$ of those landing on the terrace behind it. Both shares are positive when $|b|<1$, and the two shares of any one terrace add to one, so no atoms are lost. Then
\begin{equation}
\frac{dx_n}{dt}=\frac F2\left[(1+b)(x_{n+1}-x_n)+(1-b)(x_n-x_{n-1})\right].
\label{law}
\end{equation}
The uniform train $x_n=nl+Flt$ is a solution, since the bracket is then $2l$. Write $x_n=nl+Flt+u_n$. Thus $u_n$ is measured from the position that the same step would have had without the disturbance. Subtracting the uniform motion and collecting the coefficient of $u_n$, which is $-(1+b)+(1-b)=-2b$, gives
\begin{equation}
\frac{du_n}{dt}=\frac F2\left[(1+b)u_{n+1}-2bu_n-(1-b)u_{n-1}\right].
\label{linear}
\end{equation}
The train is infinite, and initially $u_0=A$ while all other $u_n=0$.

These data fix a single solution that stays bounded over all $n$ during any finite time. The difference of two solutions obeys (\ref{linear}) and starts from zero. If $m(t)$ is its largest magnitude over all $n$ and all times up to $t$, the absolute coefficients in (\ref{linear}) add to $F(1+|b|)\le 2F$, so $m(t)\le 2Ft\,m(t)$. For $t<1/(2F)$ this forces $m=0$, and the argument can be repeated from one short interval to the next.

\section{Where the asymmetry comes from}

Diffusion determines $b$. Consider the terrace between step $n$ at $y=0$ and step $n+1$ at $y=l$. Let $\theta(y)$ be the adatom coverage in excess of its equilibrium value and $D$ the diffusivity. If the coverage adjusts quickly compared with the step motion, and neither evaporation nor island formation matters,
\begin{equation}
D\theta''+F=0.
\label{diffusion}
\end{equation}
Assume also that adatoms never cross a step without joining it. Attachment resistance is then described by two lengths: $d_{\rm low}$ for reaching a step from its lower side and $d_{\rm up}$ for reaching it from its upper side. The rates at which the terrace feeds its two steps are
\begin{equation}
J_0=D\theta'(0)=\frac{D\theta(0)}{d_{\rm low}},\qquad
J_l=-D\theta'(l)=\frac{D\theta(l)}{d_{\rm up}}.
\label{boundary}
\end{equation}
Integrating (\ref{diffusion}) once over the terrace gives $J_0+J_l=Fl$. Integrating it twice from $y=0$ gives
\begin{equation}
D[\theta(l)-\theta(0)]=J_0l-\tfrac12Fl^2.
\label{profile}
\end{equation}
By (\ref{boundary}) the left side is $d_{\rm up}(Fl-J_0)-d_{\rm low}J_0$. Solving for $J_0$, with $\Delta=d_{\rm low}+d_{\rm up}$,
\begin{equation}
J_0(l)=\frac{F\left(\frac12l^2+d_{\rm up}l\right)}{l+\Delta}.
\label{rate}
\end{equation}
Unless $d_{\rm up}=d_{\rm low}$, the fraction $J_0/(Fl)$ depends on $l$, so the shares are not constant. For small displacements what counts is the change of $J_0$ with width:
\begin{align}
\frac{dJ_0}{dl}
&=F\,\frac{(l+d_{\rm up})(l+\Delta)-\frac12l^2-d_{\rm up}l}{(l+\Delta)^2}\nonumber\\
&=F\,\frac{\frac12l^2+l\Delta+d_{\rm up}\Delta}{(l+\Delta)^2}.
\label{slope}
\end{align}
Setting this equal to $F(1+b)/2$ yields
\begin{equation}
b=\frac{\Delta(2d_{\rm up}-\Delta)}{(l+\Delta)^2}
=\frac{d_{\rm up}^2-d_{\rm low}^2}{(l+d_{\rm low}+d_{\rm up})^2}.
\label{b}
\end{equation}
Because $J_l=Fl-J_0$, its slope is $F(1-b)/2$. The linearized diffusion-fed train therefore obeys (\ref{linear}), and (\ref{b}) gives $|b|<1$ for any $l>0$. A step that is harder to reach from above, $d_{\rm up}>d_{\rm low}$, has $b>0$.

\section{Solution}

Collect the displacements in $G(z,t)=\sum_n u_n(t)z^n$, with $|z|=1$. Shifting the summation index gives $\sum_n u_{n+1}z^n=G/z$ and $\sum_n u_{n-1}z^n=zG$. Equation (\ref{linear}) becomes an ordinary equation for each $z$, and since $G(z,0)=A$,
\begin{equation}
G=A\exp\left\{\frac{Ft}{2}\left[\frac{1+b}{z}-2b-(1-b)z\right]\right\}.
\label{G}
\end{equation}

The Bessel functions of integer order can be defined by
\begin{equation}
\exp\left[\frac X2\left(w-\frac1w\right)\right]=\sum_{m=-\infty}^{\infty}J_m(X)w^m,\qquad w\ne0.
\label{bessel}
\end{equation}
To bring (\ref{G}) to this form, put
\begin{equation}
s=\sqrt{1-b^2},\qquad r=\sqrt{\frac{1+b}{1-b}},\qquad w=\frac rz.
\label{sr}
\end{equation}
Then $sr=1+b$ and $s/r=1-b$, so that
\begin{equation}
\frac{1+b}{z}-(1-b)z=s\left(w-\frac1w\right).
\end{equation}
With $X=sFt$, equation (\ref{G}) is $Ae^{-bFt}\sum_mJ_m(sFt)r^mz^{-m}$. The coefficient of $z^n$ comes from $m=-n$. Replacing $w$ by $-1/w$ leaves the left side of (\ref{bessel}) unchanged, which shows that $J_{-n}=(-1)^nJ_n$. Hence
\begin{equation}
u_n(t)=Ae^{-bFt}(-1)^nr^{-n}J_n(sFt).
\label{all}
\end{equation}
For the step that was displaced, $n=0$ and
\begin{equation}
\boxed{\,u_0(t)=A\,e^{-bFt}J_0\!\left(Ft\sqrt{1-b^2}\right).\,}
\label{result}
\end{equation}

The solution can be checked by substitution. Differentiating (\ref{bessel}) with respect to $X$ gives $J_n'=\frac12(J_{n-1}-J_{n+1})$. Let $U_n=(-1)^nr^{-n}J_n(sFt)$. Then
\begin{align}
\frac{dU_n}{dt}&=\frac{sF}{2}(-1)^nr^{-n}(J_{n-1}-J_{n+1})\nonumber\\
&=\frac F2\left[-\frac sr\,U_{n-1}+sr\,U_{n+1}\right],
\end{align}
because $(-1)^nr^{-n}J_{n-1}=-U_{n-1}/r$ and $(-1)^nr^{-n}J_{n+1}=-rU_{n+1}$. These are the neighbour terms of (\ref{linear}); the factor $e^{-bFt}$ supplies the term $-bFu_n$.

\section{Why the step oscillates}

The steps have no inertia, yet $J_0$ changes sign. The cause is visible at short times. By (\ref{linear}), $\dot u_0=-bFA$ at $t=0$. Differentiating once more and inserting the initial velocities $\dot u_1=-\frac12(1-b)FA$ and $\dot u_{-1}=\frac12(1+b)FA$,
\begin{equation}
\ddot u_0(0)=F^2A\left[b^2-\tfrac12(1-b^2)\right].
\label{relay}
\end{equation}
The first term belongs to the exponential. The second comes from the neighbours. When step $0$ moves forward, the step ahead loses supply from behind and lags; the step behind gains supply from ahead and hurries. Both changes shorten the terraces next to step $0$ and slow it. This delayed response can carry the step past its undisturbed position.

The first zero of $J_0$ is at $2.405$, so the first return occurs at
\begin{equation}
Ft=\frac{2.405}{\sqrt{1-b^2}}.
\label{return}
\end{equation}
As $b\to1$ this time goes to infinity and (\ref{result}) becomes (\ref{simple}), since $J_0(0)=1$. As $b\to-1$ the displacement becomes $Ae^{Ft}$: each step is then fed only from behind, and a step that moves forward lengthens the terrace that feeds it.

For late times put $w=e^{ik}$ in (\ref{bessel}) and average over $k$, which gives $J_0(X)=(2\pi)^{-1}\int_{-\pi}^{\pi}e^{iX\sin k}\,dk$. For large $X$ the contributions near $k=\pm\pi/2$, where the phase is stationary, dominate. Near $k=\pi/2+q$ one has $\sin k\simeq1-q^2/2$, and the Gaussian integral gives $e^{i(X-\pi/4)}/\sqrt{2\pi X}$. The other point gives the complex conjugate. Thus, for $sFt\gg1$,
\begin{equation}
u_0\simeq Ae^{-bFt}\sqrt{\frac{2}{\pi sFt}}\,\cos\left(sFt-\frac\pi4\right).
\label{late}
\end{equation}

\section{Decay of one step and stability of the train}

A displacement pattern $e^{ikn}$ inserted in (\ref{linear}) grows at the complex rate
\begin{equation}
\lambda(k)=F\left[-b(1-\cos k)+i\sin k\right].
\label{mode}
\end{equation}
For $b>0$ all patterns of straight steps with $k\neq0$ decay. Steps that bend along their length are not covered by this result: with $b>0$ they can slowly become wavy, because a bulge reaching onto the lower terrace collects more atoms. For $b<0$ the patterns of straight steps grow, fastest at $k=\pi$, where neighbouring steps move in opposite directions and form pairs. This is the start of step bunching.

The behaviour of one step does not tell the whole story. Setting $z=1$ in (\ref{G}) gives $\sum_nu_n=A$ at all times. The mean step number weighted by $u_n$ is $z\,\partial_z\ln G$ at $z=1$, that is,
\begin{equation}
\frac{\sum_n nu_n}{\sum_n u_n}=\frac{Ft}{2}\left[-(1+b)-(1-b)\right]=-Ft.
\label{centroid}
\end{equation}
The disturbance is passed back by one step for each layer deposited. Step number $-Ft$ has undisturbed position $(-Ft)l+Flt=0$, so this centroid stays where the disturbance was made on the substrate while the train moves through it. For $b>0$ the original step recovers because the disturbance is handed to the steps behind it, not because it vanishes.

Setting $z=-1$ instead gives the strength of pairing,
\begin{equation}
\sum_n(-1)^nu_n=Ae^{-2bFt},
\label{pair}
\end{equation}
with centroid $+Ft$ by the same differentiation. For $b<0$ the sum of all magnitudes $|u_n|$ is at least $|A|e^{2|b|Ft}$, whereas $|u_0|\le|A|e^{|b|Ft}$ because $|J_0|\le1$. The instability therefore develops mainly away from the step that started it, and watching that step alone would underrate it.

\section{A worked example}

Take rough values in the regime of Si(111) growth near $1000$ K: miscut $0.5^\circ$, bilayer height $0.3135$ nm and $F=0.05$ bilayers/s. The terrace width is $l=0.3135/\tan0.5^\circ=35.92$ nm. The attachment lengths are chosen, not measured: $d_{\rm low}=10$ nm and $d_{\rm up}=60$ nm in the normal case, exchanged in the inverse case. From (\ref{b}),
\begin{equation}
b=\pm\frac{60^2-10^2}{(35.92+70)^2}=\pm0.312,\qquad s=0.950.
\end{equation}
In the normal case a step actually receives $0.736$ of the atoms from the terrace ahead. The difference of shares is then $0.472$, well above $b$; using it in (\ref{result}) would overstate the damping. The first return, by (\ref{return}), is at $2.405/(0.950\times0.05)=50.6$ s for both signs of $b$.

For $A=1$ nm the original step is displaced as follows.
\begin{center}
\begin{tabular}{rrrr}
$t$ (s) & $Ft$ & normal (nm) & inverse (nm)\\
0 & 0 & 1.000 & 1.000\\
20 & 1 & 0.576 & 1.075\\
40 & 2 & 0.151 & 0.526\\
60 & 3 & $-0.080$ & $-0.523$\\
80 & 4 & $-0.116$ & $-1.402$\\
100 & 5 & $-0.054$ & $-1.213$
\end{tabular}
\end{center}
The two columns share the same Bessel factor, so their ratio is $e^{2|b|Ft}$. At $100$ s this is $e^{3.12}=22.6$, in agreement with $1.213/0.0536$.

At that time the largest displacement in the normal train is $0.29$ nm, at $n=-4$. In the inverse train it is $6.5$ nm, at $n=+4$, more than five times that of the original step; its neighbours are displaced by $-5.0$ and $-5.4$ nm. The largest displacements lie near the centroids $\mp5$ but need not coincide with them.

The nonlinear rates (\ref{rate}) can be integrated directly. With an initial displacement of $0.001$ nm on a ring of 81 steps, the displacements over $100$ s agree with (\ref{all}) to $1\times10^{-5}$ of the largest one. This tests the linearization that leads from (\ref{rate}) to $b$. With $A=1$ nm in the inverse case, the original step is at $-1.200$ nm after $100$ s, against $-1.213$ nm in linear theory, and the narrowest terrace has shrunk to $23.9$ nm. Linear theory makes steps meet at about $140$ s, and the nonlinear rates give nearly the same time, $139$ s. Neither describes the last stage of the approach, where the repulsion between steps, left out of both, prevents contact.

\section{What a real surface adds}

The following estimates use rough values: $D=10^6$ nm$^2$/s, equilibrium adatom coverage $\theta_{\rm eq}=0.02$, step stiffness $\beta=0.3$ eV/nm, and a repulsion energy $R/l^2$ per unit step length with $R=0.04$ eV\,nm. The sample is assumed to be heated without passing a current through it, since adatom drift would add another asymmetry.

An important omission is thermal wandering. Between fixed neighbours, a step displaced by $u$ has energy $R/(l+u)^2+R/(l-u)^2$ per length, whose quadratic part is $\frac12\kappa u^2$ with $\kappa=12R/l^4$. Adding the bending cost $\frac12\beta(\partial_yu)^2$ along the step and giving each Fourier mode its thermal energy,
\begin{equation}
\langle u^2\rangle=\int\frac{dq}{2\pi}\,\frac{kT}{\kappa+\beta q^2}=\frac{kT}{2\sqrt{\kappa\beta}}.
\end{equation}
This harmonic estimate gives a root-mean-square value of $12$ nm in equilibrium, before growth starts. The full repulsion rises more steeply near the neighbouring steps and lowers the value to about $10$ nm, still far more than the $1$ nm displacement. When the neighbours wander too, the terrace widths have a spread of about $12$ nm. Equation (\ref{result}) can then describe only a mean over a very long step or many repetitions. In the harmonic estimate with fixed neighbours the mean position over a length $L$ has variance $kT/(\kappa L)$, so a standard error of $0.5$ nm would require about $1$ mm of step, and $0.1$ nm about $30$ mm. During growth the displacements of the neighbours are handed on to the step as well. In the normal case this makes the variance of its measured advance about $8.5$ times larger at $100$ s, and the lengths become about $10$ mm and $250$ mm. The full repulsion together with the ban on crossing is about three times stiffer than the harmonic estimate and shortens these lengths in proportion. Since $b$ depends on terrace width, even that mean is approximate. If all terraces were wider or narrower by $12$ nm, $b$ would change from $0.31$ to $0.25$ or $0.40$ in the normal case, and the damping factor $e^{-bFt}$ at $100$ s from $0.21$ to $0.29$ or $0.14$. Wandering widens some terraces and narrows others, so its effect on the mean is smaller than this, and growth with $b>0$ also evens out the widths. In the inverse case the limit is more severe, because the pairing instability amplifies the wandering itself. With terrace widths already spread by about $12$ nm, some neighbouring steps form close pairs well before $100$ s, kept from touching only by their repulsion. The inverse column of the table therefore describes a nearly regular train, not a surface with this much wandering.

A moving step also sweeps up adatoms ahead and leaves others behind. This alters the feeding rates by a fraction of order $\theta_{\rm eq}$, to be compared with $|b|$: the ratio is $0.064$. A change of $0.02$ in $b$ changes the damping factor $e^{-bFt}$ at $100$ s by about $10\%$.

Repulsion opposes pairing. The chemical potential of a step is $\mu_n=\Omega\,\partial E/\partial x_n$, where $E$ is the repulsion energy of the train per unit step length and $\Omega$ the area per atom in the bilayer. For alternating displacements $\pm u$ it is $\pm24R\Omega u/l^4$. To first order, the coverage in equilibrium with step $n$ is $\theta_{\rm eq}(1+\mu_n/kT)$. The difference between two neighbouring steps drives adatoms through the total resistance length $l+\Delta$, so step $n$ loses $D\theta_{\rm eq}(\mu_n-\mu_{n+1})/[kT(l+\Delta)]$ to step $n+1$, and likewise to step $n-1$. Since $\mu_{n\pm1}=-\mu_n$, the two losses add to $4D\theta_{\rm eq}\mu_n/[kT(l+\Delta)]$. This exchange relaxes $u$ at the rate $96R\Omega D\theta_{\rm eq}/[kTl^4(l+\Delta)]$, which is $1\%$ of the pairing rate $2|b|F$ for these inputs. This counts only the direct repulsion of straight steps. Wandering steps that cannot cross resist pairing about three to four times more strongly, which raises the ratio to a few percent. The ratio is proportional to $D\theta_{\rm eq}$, which is only roughly known. The estimate holds while the terraces are nearly equal; between steps that have come within a few nanometres of each other the repulsion is strong enough to halt their approach.

Adatoms that cross a step without joining it would weaken the asymmetry. If the resistance to crossing equals that of $100$ nm of terrace, solving the diffusion problem with crossing included gives a pairing rate that corresponds to $|b|=0.17$ instead of $0.31$, and the original step in the normal case is at $-0.13$ nm after $100$ s instead of $-0.05$ nm. The example therefore applies only where such crossing is rare.

Three further omissions are small for these numbers. The quasistatic parameter $Fl^2/D$ is $6.5\times10^{-5}$. The peak supersaturation is $\sigma=0.0015$. With $\beta$ standing in for the step free energy per length, the critical island radius $\Omega\beta/[kT\ln(1+\sigma)]$ is of order $100$ nm, larger than half a terrace, so islands should not form. Sublimation is estimated at about $10^{-6}$ of deposition. The attachment lengths are uncertain and may also depend on surface reconstruction, which on Si(111) sets in below about $1100$ K and can itself gather steps. These lengths set the sign of $b$ and, together with the terrace width, its size, so the example illustrates a regime and does not predict whether a particular silicon wafer will bunch.

\section*{Computed results}
\begin{verbatim}
Temperature: 1000 K; kT: 0.0862 eV
Lattice constant: 0.543 nm; miscut: 0.5 degrees
Bilayer height: 0.3135 nm; terrace width l: 35.92 nm
Deposition rate F: 0.050 bilayers/s
Uniform train speed F l: 1.796 nm/s
Attachment lengths: 10 and 60 nm
Initial displacement: 1.0 nm
normal: d_low 10 nm, d_up 60 nm
normal: b +0.3119; sqrt(1-b^2) 0.9501
normal: actual share to upper-end step 0.7360
normal: simple difference of shares +0.4720
normal: first return 50.62 s
inverse: d_low 60 nm, d_up 10 nm
inverse: b -0.3119; sqrt(1-b^2) 0.9501
inverse: actual share to upper-end step 0.2640
inverse: simple difference of shares -0.4720
inverse: first return 50.62 s
Original step: time (s), bilayers, normal (nm), inverse (nm)
      0   0.0   +1.0000   +1.0000
     20   1.0   +0.5759   +1.0748
     40   2.0   +0.1510   +0.5257
     60   3.0   -0.0805   -0.5232
     80   4.0   -0.1156   -1.4020
    100   5.0   -0.0536   -1.2131
At 100 s: step n, normal (nm), inverse (nm)
  -7   +0.0816   +0.0202
  -6   +0.1550   +0.0730
  -5   +0.2407   +0.2162
  -4   +0.2857   +0.4892
  -3   +0.2222   +0.7254
  -2   +0.0534   +0.3323
  -1   -0.0840   -0.9967
  +0   -0.0536   -1.2131
  +1   +0.0440   +1.9005
  +2   +0.0147   +1.2082
  +3   -0.0320   -5.0285
  +4   +0.0216   +6.4662
  +5   -0.0096   -5.4484
  +6   +0.0032   +3.5078
  +7   -0.0009   -1.8467
normal, nonlinear: original step -0.0534 nm, smallest terrace 35.76 nm
inverse, nonlinear: original step -1.1999 nm, smallest terrace 23.91 nm
Inverse, linear theory: steps meet at about 140 s
Largest relative errors: matrix 1.0e-13, small-displacement train 1.0e-05
Rough inputs: D 1.0e+06 nm2/s, adatom coverage 0.02
Rough inputs: repulsion 0.04 eV nm, stiffness 0.3 eV/nm
Repulsion rate / pairing rate: 0.0103
Thermal wandering: 12.1 nm; b at l+/-this: 0.251, 0.398
Meander: exponent in 100 s 0.036, wavelength 910 nm
Swept adatoms, scale coverage/|b|: 0.064
Quasistatic parameter F l^2/D: 6.5e-05
Peak supersaturation: 0.0015; critical island radius: 145 nm
Sublimation/deposition: 1.3e-06
\end{verbatim}
